# Separating linear and Joule-heating voltages with lock-in harmonics: verification in Python

```python
"""Lock-in separation of linear and quadratic voltages.

Result under test: for V = a I + b I^2 and I = I0 sin(wt), the peak
lock-in outputs Z_n = X_n + i Y_n (X: sine part, Y: cosine part) are
Z_1 = a I0 and Z_2 = -i b I0^2 / 2, so a = X_1/I0, b = -2 Y_2/I0^2.
Also tested: reference phase, thermal lag, higher powers of I, noise,
and the heat gradient that sets b in a nickel Hall bar.
a: linear coefficient (ohm); b: quadratic coefficient (V/A^2);
c, d: cubic and quartic coefficients; I0: peak current;
phi: phase of the current relative to the lock-in reference.
Internal units are SI for the device and dimensionless for the tests.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def integral_lockin(voltage, harmonic):
    """Peak lock-in output from the defining integrals."""
    x = quad(lambda p: voltage(p) * np.sin(harmonic * p),
             0, 2 * np.pi, epsabs=1e-11, limit=200)[0] / np.pi
    y = quad(lambda p: voltage(p) * np.cos(harmonic * p),
             0, 2 * np.pi, epsabs=1e-11, limit=200)[0] / np.pi
    return x + 1j * y


def sampled_lockin(voltage, phase, harmonic):
    """Peak lock-in output from uniform samples over whole periods."""
    reference = np.sin(harmonic * phase) + 1j * np.cos(harmonic * phase)
    return 2 * np.mean(voltage * reference, axis=-1)


def recover_b(z1, z2, peak_current):
    """Quadratic coefficient after removal of the reference phase."""
    phi = np.angle(z1)
    return 2 * np.real(1j * z2 * np.exp(-2j * phi)) / peak_current**2


# --- Harmonics and the 90-degree shift, from the integrals ---
a0, b0, c0, d0, amp = 1.7, 0.6, -0.35, 0.22, 1.3
z1 = integral_lockin(lambda p: a0*amp*np.sin(p) + b0*(amp*np.sin(p))**2, 1)
z2 = integral_lockin(lambda p: a0*amp*np.sin(p) + b0*(amp*np.sin(p))**2, 2)
assert abs(z1.real / amp - a0) < 1e-9
assert abs(-2 * z2.imag / amp**2 - b0) < 1e-9
assert abs(np.degrees(np.angle(z2)) + 90) < 1e-6
test_phase_deg = np.degrees(np.angle(z2))

# The rms form, from root-mean-square values of the waveforms
grid = 2 * np.pi * np.arange(256) / 256
current = amp * np.sin(grid)
even_part = b0 * current**2
second_rms = np.std(even_part)
current_rms = np.sqrt(np.mean(current**2))
assert abs(np.sqrt(2) * second_rms / current_rms**2 - b0) < 1e-12

# --- Reference phase, including a cosine current and negative a ---
for a_test in (a0, -a0):
    for phi in (0.5, np.pi / 2):
        def shifted(p):
            i = amp * np.sin(p + phi)
            return a_test * i + b0 * i**2
        z1 = integral_lockin(shifted, 1)
        z2 = integral_lockin(shifted, 2)
        assert abs(z1 - a_test * amp * np.exp(1j * phi)) < 1e-9
        assert abs(z2 + 0.5j * b0 * amp**2 * np.exp(2j * phi)) < 1e-9
        assert abs(recover_b(z1, z2, amp) - b0) < 1e-9

# --- Higher powers and a dc offset of the current ---
def quartic_voltage(p):
    i = amp * np.sin(p)
    return a0 * i + b0 * i**2 + c0 * i**3 + d0 * i**4


z1 = integral_lockin(quartic_voltage, 1)
z2 = integral_lockin(quartic_voltage, 2)
mean_v = quad(quartic_voltage, 0, 2 * np.pi)[0] / (2 * np.pi)
assert abs(z1.real / amp - (a0 + 0.75 * c0 * amp**2)) < 1e-9
assert abs(-2 * z2.imag / amp**2 - (b0 + d0 * amp**2)) < 1e-9
assert abs(mean_v - b0*amp**2/2 - 3*d0*amp**4/8) < 1e-9
offset = 0.08


def offset_voltage(p):
    i = offset + amp * np.sin(p)
    return a0 * i + b0 * i**2 + c0 * i**3


z2 = integral_lockin(offset_voltage, 2)
assert abs(-2 * z2.imag / amp**2 - (b0 + 3 * c0 * offset)) < 1e-9


# --- Thermal lag, from time integration (angular frequency = 1) ---
def thermal_response(peak, tau, linear, quadratic):
    def rate(p, y):
        i = peak * np.sin(p)
        return (linear * i + quadratic * i**2 - y) / tau
    result = solve_ivp(rate, (0, 6 * np.pi), [0.0], method="DOP853",
                       t_eval=4 * np.pi + grid, rtol=1e-10, atol=1e-12,
                       max_step=0.05)
    assert result.success
    return result.y[0]


lag, peltier = 0.4, 0.25
thermal_v = thermal_response(amp, lag, peltier, b0)
lagged_v = a0 * current + thermal_v
z1 = sampled_lockin(lagged_v, grid, 1)
z2 = sampled_lockin(lagged_v, grid, 2)
assert abs(z1 - amp * (a0 + peltier / (1 + 1j * lag))) < 1e-7
assert abs(z2 + 0.5j * b0 * amp**2 / (1 + 2j * lag)) < 1e-7
b_lag = -2 * abs(z2)**2 / z2.imag / amp**2
b_simple = -2 * z2.imag / amp**2
assert abs(b_lag - b0) < 1e-6
assert abs(b_simple - b0) > 0.1 * b0

# Lagging resistance heating is removed by two current amplitudes
apparent = []
for peak in (amp, amp / 2):
    warmth = thermal_response(peak, lag, 0.0, 0.3)
    voltage = a0 * peak * np.sin(grid) * (1 + 0.2 * warmth)
    apparent.append(sampled_lockin(voltage, grid, 1) / peak)
assert abs(apparent[0] - a0) > 0.01 * a0
assert abs((4 * apparent[1] - apparent[0]) / 3 - a0) < 1e-7

# --- White-noise law, from random records ---
rng = np.random.default_rng(12)
samples, interval, density = 64, 0.01, 0.7
noise = rng.normal(0, density / np.sqrt(2 * interval), (4000, samples))
noise_phase = 2 * np.pi * np.arange(samples) / 16
noise_out = sampled_lockin(noise, noise_phase, 2)
noise_expected = density / np.sqrt(samples * interval)
assert abs(np.std(noise_out.real) / noise_expected - 1) < 0.06
assert abs(np.std(noise_out.imag) / noise_expected - 1) < 0.06

# --- Nickel Hall bar: rough typical material values, chosen geometry ---
temperature = 300.0
width, thickness, misalignment = 5e-6, 20e-9, 50e-9
resistivity, temp_coefficient = 1.5e-7, 0.003
nernst, seebeck = 0.2e-6, 20e-6
oxide_depth, oxide_kappa = 100e-9, 1.4
silicon_depth, silicon_kappa = 500e-6, 148.0
peak_current, frequency = 10e-3, 137.0
asymmetry = 0.003
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
nickel_kappa = lorenz * temperature / resistivity
current_density = peak_current / (width * thickness)
heat_density = current_density**2 * resistivity
gradient = heat_density * thickness / (2 * nickel_kappa)

# Heat equation: insulated top, fixed bottom temperature, cell centres
cells = 200
step = thickness / cells
matrix = (np.diag(np.full(cells, 2.0)) - np.diag(np.ones(cells-1), 1)
          - np.diag(np.ones(cells-1), -1))
matrix[0, 0] = 1.0
matrix[-1, -1] = 3.0
profile = np.linalg.solve(
    matrix, np.full(cells, heat_density * step**2 / nickel_kappa))
assert abs(profile[0] / thickness / gradient - 1) < 1e-3

oxide_rise = heat_density * thickness * oxide_depth / oxide_kappa
line_power = heat_density * thickness * width
silicon_scale = line_power / (np.pi * silicon_kappa)
silicon_rise = silicon_scale * np.log(4 * silicon_depth / width)
peak_rise = oxide_rise + silicon_rise
a_true = resistivity * misalignment / (width * thickness)
nernst_voltage = nernst * gradient * width
seebeck_voltage = seebeck * asymmetry * peak_rise
b_odd_true = nernst_voltage / peak_current**2
b_even_true = seebeck_voltage / peak_current**2
cubic = a_true * temp_coefficient * peak_rise / peak_current**2

# --- Noisy records with an unknown reference phase ---
record_time, noise_density, phi_true = 100.0, 5e-9, np.radians(7.0)
points = 16
count = int(round(record_time * frequency)) * points
phase = 2 * np.pi * (np.arange(count) % points) / points
sample_noise = noise_density * np.sqrt(points * frequency / 2)
output_noise = noise_density / np.sqrt(record_time)


def measure(peak, direction):
    i = peak * np.sin(phase + phi_true)
    b_total = b_even_true + direction * b_odd_true
    voltage = a_true * i + b_total * i**2 + cubic * i**3
    voltage += rng.normal(0, sample_noise, count)
    return sampled_lockin(voltage, phase, 1), sampled_lockin(voltage, phase, 2)


z1_plus, z2_plus = measure(peak_current, 1)
z1_minus, z2_minus = measure(peak_current, -1)
z1_half, z2_half = measure(peak_current / 2, 1)
a_full = abs(z1_plus) / peak_current
a_half = abs(z1_half) / (peak_current / 2)
a_found = (4 * a_half - a_full) / 3
b_plus = recover_b(z1_plus, z2_plus, peak_current)
b_minus = recover_b(z1_minus, z2_minus, peak_current)
b_odd = (b_plus - b_minus) / 2
b_even = (b_plus + b_minus) / 2
b_uncorrected = -2 * z2_plus.imag / peak_current**2
b_noise = 2 * output_noise / peak_current**2
a_noise = output_noise / peak_current * np.sqrt((8/3)**2 + (1/3)**2)
phi_found = np.angle(z1_plus)
phase_plus = np.degrees(np.angle(z2_plus * np.exp(-2j * phi_found)))
phi_minus = np.angle(z1_minus)
phase_minus = np.degrees(np.angle(z2_minus * np.exp(-2j * phi_minus)))
assert abs(a_found - a_true) < 6 * a_noise
assert abs(b_plus - b_even_true - b_odd_true) < 6 * b_noise
assert abs(b_minus - b_even_true + b_odd_true) < 6 * b_noise
assert abs(b_odd - b_odd_true) < 6 * b_noise / np.sqrt(2)
assert abs(b_even - b_even_true) < 6 * b_noise / np.sqrt(2)

# --- Sizes of neglected effects at the full current ---
quartic_fraction = ((1 + temp_coefficient * peak_rise)**2
                    / (1 + peak_rise / temperature) - 1)
nickel_heat, oxide_heat = 4.0e6, 1.6e6  # rough, J/(m^3 K)
stack_time = ((nickel_heat * thickness + oxide_heat * oxide_depth / 2)
              * oxide_depth / oxide_kappa)
stack_lag = np.degrees(4 * np.pi * frequency * stack_time)
silicon_lag = np.degrees(np.pi / 4 * silicon_scale / peak_rise)
distortion, dc_current = 1e-5, 1e-6
distortion_voltage = distortion * a_true * peak_current
offset_second = 1.5 * cubic * dc_current * peak_current**2
surface_field = const.mu_0 * current_density * thickness / 2
applied_field, imbalance, magnetoresistance = 1.0, 0.01, 0.02
planar_voltage = (peak_current * magnetoresistance * resistivity / thickness
                  * imbalance * surface_field / applied_field)

volt_au = const.physical_constants["atomic unit of electric potential"][0]
amp_au = const.physical_constants["atomic unit of current"][0]


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


show("Ideal second-harmonic phase", test_phase_deg, "deg", ".2f")
show("Lag test: true b", b0, "(dimensionless)")
show("Lag test: b from Y2 alone", b_simple, "(dimensionless)")
show("Lag test: b from X2 and Y2", b_lag, "(dimensionless)")
show("Ni strip width", width * 1e9, "nm")
show("Ni thickness", thickness * 1e9, "nm")
show("Contact misalignment", misalignment * 1e9, "nm")
show("Base temperature", temperature, "K")
show("Ni resistivity, rough", resistivity * 1e8, "uOhm cm")
show("Resistance temp. coefficient, rough", temp_coefficient, "1/K")
show("Nernst coefficient, rough", nernst * 1e6, "uV/K")
show("Relative Seebeck size, rough", seebeck * 1e6, "uV/K")
show("Oxide thickness", oxide_depth * 1e9, "nm")
show("Oxide conductivity, rough", oxide_kappa, "W/(m K)")
show("Silicon thickness", silicon_depth * 1e6, "um")
show("Silicon conductivity, rough", silicon_kappa, "W/(m K)")
show("Peak current", peak_current * 1e3, "mA")
show("Frequency", frequency, "Hz")
show("Edge temperature asymmetry", asymmetry * 100, "% of rise")
show("Ni thermal conductivity", nickel_kappa, "W/(m K)")
show("Peak current density", current_density / 1e4, "A/cm2")
show("Peak mean gradient", gradient * 1e-6, "K/um")
show("Peak temperature rise", peak_rise, "K")
show("Peak Nernst voltage", nernst_voltage * 1e9, "nV")
show("Peak Seebeck voltage", seebeck_voltage * 1e9, "nV")
show("Record time", record_time, "s")
show("Noise density", noise_density * 1e9, "nV/sqrt(Hz)")
show("Output noise", output_noise * 1e9, "nV")
show("Reference phase set", np.degrees(phi_true), "deg")
show("Reference phase found", np.degrees(phi_found), "deg", ".3f")
show("First harmonic, +m", abs(z1_plus) * 1e6, "uV", ".3f")
show("Second harmonic, +m", abs(z2_plus) * 1e9, "nV", ".2f")
show("Second harmonic, -m", abs(z2_minus) * 1e9, "nV", ".2f")
show("Corrected second phase, +m", phase_plus, "deg", ".2f")
show("Corrected second phase, -m", phase_minus, "deg", ".2f")
show("a apparent, full current", a_full * 1e3, "mOhm", ".4f")
show("a apparent, half current", a_half * 1e3, "mOhm", ".4f")
show("a recovered", a_found * 1e3, "mOhm", ".4f")
show("a set", a_true * 1e3, "mOhm", ".4f")
show("b without phase correction, +m", b_uncorrected*1e3, "nV/mA2", ".3f")
show("b recovered, +m", b_plus * 1e3, "nV/mA2", ".3f")
show("b recovered, -m", b_minus * 1e3, "nV/mA2", ".3f")
show("b odd recovered", b_odd * 1e3, "nV/mA2", ".3f")
show("b odd set", b_odd_true * 1e3, "nV/mA2", ".3f")
show("b even recovered", b_even * 1e3, "nV/mA2", ".3f")
show("b even set", b_even_true * 1e3, "nV/mA2", ".3f")
show("Noise in one b", b_noise * 1e3, "nV/mA2", ".3f")
show("a recovered, converted", a_found * amp_au / volt_au, "a.u.")
show("b odd recovered, converted", b_odd * amp_au**2 / volt_au, "a.u.")
show("Neglected quartic change of Nernst b", quartic_fraction*100, "%")
show("Neglected film-oxide lag", stack_lag, "deg")
show("Neglected silicon lag of total rise", silicon_lag, "deg")
show("Source distortion 1e-5, second harmonic", distortion_voltage*1e9, "nV")
show("Offset 1 uA, second harmonic", offset_second * 1e9, "nV")
show("Oersted field at film surface", surface_field * 1e3, "mT")
show("Planar Hall peak, 1% imbalance at 1 T", planar_voltage*1e9, "nV")
show("Planar Hall / Nernst", planar_voltage / nernst_voltage * 100, "%")
print("all tests passed")
```

It prints:

```
Ideal second-harmonic phase: -90.00 deg
Lag test: true b: 0.6 (dimensionless)
Lag test: b from Y2 alone: 0.3659 (dimensionless)
Lag test: b from X2 and Y2: 0.6 (dimensionless)
Ni strip width: 5000 nm
Ni thickness: 20 nm
Contact misalignment: 50 nm
Base temperature: 300 K
Ni resistivity, rough: 15 uOhm cm
Resistance temp. coefficient, rough: 0.003 1/K
Nernst coefficient, rough: 0.2 uV/K
Relative Seebeck size, rough: 20 uV/K
Oxide thickness: 100 nm
Oxide conductivity, rough: 1.4 W/(m K)
Silicon thickness: 500 um
Silicon conductivity, rough: 148 W/(m K)
Peak current: 10 mA
Frequency: 137 Hz
Edge temperature asymmetry: 0.3 % of rise
Ni thermal conductivity: 48.86 W/(m K)
Peak current density: 1e+07 A/cm2
Peak mean gradient: 0.307 K/um
Peak temperature rise: 4.076 K
Peak Nernst voltage: 307 nV
Peak Seebeck voltage: 244.5 nV
Record time: 100 s
Noise density: 5 nV/sqrt(Hz)
Output noise: 0.5 nV
Reference phase set: 7 deg
Reference phase found: 7.000 deg
First harmonic, +m: 756.878 uV
Second harmonic, +m: 275.86 nV
Second harmonic, -m: 30.46 nV
Corrected second phase, +m: -90.07 deg
Corrected second phase, -m: 88.97 deg
a apparent, full current: 75.6878 mOhm
a apparent, half current: 75.1719 mOhm
a recovered: 75.0000 mOhm
a set: 75.0000 mOhm
b without phase correction, +m: 5.355 nV/mA2
b recovered, +m: 5.517 nV/mA2
b recovered, -m: -0.609 nV/mA2
b odd recovered: 3.063 nV/mA2
b odd set: 3.070 nV/mA2
b even recovered: 2.454 nV/mA2
b even set: 2.445 nV/mA2
Noise in one b: 0.010 nV/mA2
a recovered, converted: 1.826e-05 a.u.
b odd recovered, converted: 4.939e-09 a.u.
Neglected quartic change of Nernst b: 1.087 %
Neglected film-oxide lag: 0.001127 deg
Neglected silicon lag of total rise: 3.562 deg
Source distortion 1e-5, second harmonic: 7.5 nV
Offset 1 uA, second harmonic: 1.376 nV
Oersted field at film surface: 1.257 mT
Planar Hall peak, 1% imbalance at 1 T: 18.85 nV
Planar Hall / Nernst: 6.14 %
all tests passed
```
